# Electrons Induced per Iron Surface Atom by an Oxide Field

A field of 1.0 V/nm inside an oxide of relative permittivity 10 puts 0.0455 extra electron on each surface atom of an adjoining iron electrode. The net charge at the same interface is ten times smaller, 0.00455 electron per atom. If 2.0 V is applied across a 2.0 nm film of this oxide, which looks like the same field, a simple screening model gives 0.036 electron per atom. The three numbers differ because they answer different questions about charge and field.

## The estimate in two lines

A metal screens a field by collecting charge at its surface. The charge per area equals the displacement in the adjoining insulator, \(D=\varepsilon_0\varepsilon_r E\). With \(\varepsilon_0=0.05526\ e/(\mathrm{V\,nm})\), where \(e>0\) is the elementary charge,

\[
\frac{D}{e}=0.05526\times10\times1.0\ \mathrm{nm^{-2}}=0.553\ \mathrm{nm^{-2}},
\]

or 8.85 uC/cm2. A square cell of edge \(a=0.287\) nm has area 0.0824 nm², so

\[
N=\frac{\varepsilon_0\varepsilon_r E a^2}{e}=0.553\times0.0824=0.0455 .
\]

This is about one electron for every 22 surface atoms. The derivation below shows which field, which charge and which atoms the formula refers to.

## Gauss's law, with signs

Let iron fill \(z<0\), the oxide \(0<z<t\), and a second iron electrode \(z>t\). The right electrode is positive, so the field in the oxide points towards the left one: \(E_z=-E\) with \(E>0\). The oxide is linear, uniform and free of trapped charge, and there is no field in it at zero voltage. \(E\) is the macroscopic field, averaged over the atomic structure of the oxide.

The charge on the metal, \(\rho\), is the source of the displacement, \(dD_z/dz=\rho\). Integrate from deep inside the left electrode, where \(D_z=0\), to a point in the oxide:

\[
\sigma=\int\rho\,dz=D_z(\text{oxide})-0=-\varepsilon_0\varepsilon_r E .
\]

The negative sign means that electrons accumulate where the field points into the iron. Reversing the field removes the same number. The distribution of \(\rho\) over depth has dropped out, so at fixed oxide field the total does not depend on how well the metal screens.

To pass from area to atoms, consider the (001) surface of body-centred cubic iron. The four corner atoms of a surface square are each shared by four squares, which makes one atom per \(a^2\). The body-centre atoms lie \(a/2\) lower, in the next layer. Hence \(N=|\sigma|a^2/e\), the result above. "Per surface atom" means per surface cell, summed over depth.

## Why the net charge is ten times smaller

The oxide is polarized, with \(P_z=-\varepsilon_0(\varepsilon_r-1)E\). Its left face has the outward normal \(-\hat z\) and so carries the bound charge

\[
\sigma_b=-P_z=+\varepsilon_0(\varepsilon_r-1)E .
\]

Adding the charge of the metal gives

\[
\sigma+\sigma_b=-\varepsilon_0\varepsilon_rE+\varepsilon_0(\varepsilon_r-1)E=-\varepsilon_0E .
\]

This net charge is 0.00455 electron per cell. The electrons that enter the iron are counted by \(\sigma\), not by the sum.

A mechanical picture of the dielectric makes the factor \(\varepsilon_r\) visible. Replace the oxide by thin conducting slabs that fill a fraction \(f\) of its thickness, with vacuum between them. Let the electrodes carry charge of magnitude \(Q\) per area. The field is \(Q/\varepsilon_0\) in the gaps and zero in the slabs, so the average field is \(E=(1-f)Q/\varepsilon_0\). To cancel the field inside it, each slab carries \(\pm Q\) on its faces, which gives a dipole moment per volume \(P=fQ\). Therefore

\[
\varepsilon_r=1+\frac{P}{\varepsilon_0E}=1+\frac{f}{1-f}=\frac{1}{1-f},
\qquad
Q=\frac{\varepsilon_0E}{1-f}=\varepsilon_0\varepsilon_rE .
\]

For \(f=0.9\) the permittivity is 10. The metal faces a gap field ten times the average field, and its charge is ten times what the average field would call for in vacuum. A numerical solution for eight such slabs, built from the fields of the individual charged sheets, gives a permittivity of 10.0000 and an electrode charge of 0.0455 \(e\) per cell.

## Where the electrons sit

The depth of the charge requires a model of the metal. Take linear Thomas–Fermi screening, with \(g\) electron states per energy and volume and a background permittivity of 1. Measure the potential \(\phi\) from its value deep in the left electrode. A positive \(\phi\) lowers the local electron levels by \(e\phi\) while the Fermi level stays put, so \(g e\phi\) extra electrons per volume are accommodated and \(\rho=-e^2g\phi\). Poisson's equation becomes

\[
\phi''=-\frac{\rho}{\varepsilon_0}=\frac{\phi}{\lambda^2},
\qquad
\lambda=\sqrt{\frac{\varepsilon_0}{e^2g}} .
\]

The solution that vanishes deep in the metal is \(\phi=\phi_s e^{z/\lambda}\). The charge decays in the same way, so the share within the top layer, of thickness \(a/2\), is

\[
\frac{\int_{-a/2}^{0}e^{z/\lambda}dz}{\int_{-\infty}^{0}e^{z/\lambda}dz}=1-e^{-a/(2\lambda)} .
\]

As a rough value for iron, take 1.0 state per eV per atom, both spins together. The cubic cell holds two atoms, so \(g=2\times1.0/a^3\) per eV, and

\[
\lambda=\sqrt{\frac{0.05526\times0.287^3}{2\times1.0}}\ \mathrm{nm}=0.0256\ \mathrm{nm}.
\]

The layer spacing is 0.1435 nm, and the model places 99.6 % of the charge in the top layer. With a density of states ten times lower, \(\lambda\) rises to 0.081 nm and the share falls to 83 %, while the total at fixed oxide field stays the same. A screening length shorter than the distance between atoms lies outside the range where a smooth electron density can be trusted. The conclusion to keep is that most of the charge lies in the first layer or close to it, not the figure of 99.6 %.

## Fixed voltage instead of fixed field

The displacement is continuous at the interface. The slope of \(\phi\) just inside the metal is \(\phi_s/\lambda\), so

\[
\varepsilon_0\frac{\phi_s}{\lambda}=\varepsilon_0\varepsilon_rE
\quad\Longrightarrow\quad
\phi_s=\varepsilon_rE\lambda .
\]

At 1.0 V/nm this is \(10\times1.0\times0.0256=0.256\) V. The right electrode takes an equal drop, because the two electrodes are alike and their response is linear. The applied voltage is the sum of three parts:

\[
V=\varepsilon_rE\lambda+Et+\varepsilon_rE\lambda
\quad\Longrightarrow\quad
E=\frac{V}{t+2\varepsilon_r\lambda},
\qquad
N=\frac{\varepsilon_0\varepsilon_ra^2}{e}\,\frac{V}{t+2\varepsilon_r\lambda}.
\]

For \(V=2.0\) V and \(t=2.0\) nm,

\[
E=\frac{2.0}{2.0+2\times10\times0.0256}\ \mathrm{V/nm}=0.796\ \mathrm{V/nm},
\qquad N=0.0455\times0.796=0.036 .
\]

A numerical solution of Poisson's equation for the whole junction, with the same screening law, also gives 0.796 V/nm. The charge is 20 % below the estimate that uses \(V/t\) as the field. To reach 1.0 V/nm in the oxide, 2.51 V must be applied.

Two limits show what controls the charge at fixed voltage. If \(t\gg2\varepsilon_r\lambda\), the electrode drops are negligible and \(N\approx\varepsilon_0\varepsilon_ra^2V/(et)\). If \(t\ll2\varepsilon_r\lambda\), then \(N\approx\varepsilon_0a^2V/(2e\lambda)\), and the permittivity no longer matters. A larger \(\varepsilon_r\) therefore gives diminishing returns at fixed voltage and thickness, although \(N\) is proportional to \(\varepsilon_r\) at fixed oxide field.

The correction of 20 % is itself rough. It rests on the mean depth of the screening charge, here \(\lambda=0.0256\) nm, which is finer than a smooth-density model can resolve. If all the charge sat right at the edge of the metal, the correction would vanish; if it lay inside the metal at a mean depth of 0.07 nm, the correction would be about 40 %. Even the sign is not assured. In a self-consistent quantum treatment of a free-electron (jellium) metal facing vacuum, with a density parameter of 2 bohr, the induced charge is centred about 0.086 nm outside the edge of the positive background, which Thomas–Fermi screening cannot reproduce. At a real interface the correction depends on where this centre lies relative to the start of the dielectric response of the oxide. At 2.0 V the level shift is \(0.796\times0.256=0.20\) eV, which is not small compared with a density-of-states feature of width 0.5 eV, so the density of states is not constant over the shift. The effect on the field is nevertheless small: for a Gaussian peak of standard deviation 0.5 eV with the same value at the Fermi level, centred there or 0.5 eV away, nonlinear Thomas–Fermi screening gives 0.795 V/nm instead of 0.796 V/nm.

## Leakage at this field

The example field equals a rough breakdown field of 10 MV/cm for good thin MgO. Even without breakdown, electrons tunnel from the negative electrode. Let \(\Phi\) be the barrier height above its Fermi level and \(m^*\) the tunnelling mass. Put \(V_{ox}=Et=2.0\) V across the oxide and ignore the electrode drops. The WKB exponent at the Fermi level is

\[
S=\frac{2}{\hbar}\int\sqrt{2m^*(\Phi-eEz)}\,dz
=\frac{4\sqrt{2m^*}}{3\hbar eE}\left[\Phi^{3/2}-(\Phi-eV_{ox})^{3/2}\right],
\]

where the integral covers the region in which the root is real, and the last term is dropped if \(\Phi<eV_{ox}\). With a rough mass of 0.4 electron masses, \(S=18.1\) for \(\Phi=3.0\) eV and \(S=4.3\) for \(\Phi=1.0\) eV.

For the current, let \(u\) be the depth of an electron's normal energy below the Fermi level. Assume that motion along the surface has the same mass in the oxide as in the metal. The barrier is then \(\Phi+u\), and the transmission is \(e^{-S(\Phi+u)}\). With the smaller mass \(m^*\) in all directions, the barrier would also rise with the lateral energy and the current would be lower. The neglected electrode drops act the other way: if \(\Phi\) is the barrier at zero field, the drop in the negative electrode takes about 0.26 eV off it and the current rises three to six times at the same oxide field, which needs 2.51 V applied. If 2.0 V is the applied voltage, the lower barrier and the weaker field nearly cancel, and the current changes by no more than about 25 %. The attraction of the electron to its image charges in the electrodes, also left out, lowers the barrier further and raises the current through the bare barrier by a factor of 12 to 16 if it is screened with a high-frequency permittivity of 3, and by 2 to 3 with the static value of 10. The WKB transmission is itself approximate: for Fermi energies of 5 to 8 eV, the exact transmission of the same barrier gives about 3.6 times the current for \(\Phi=3.0\) eV and 1.2 to 1.5 times for \(\Phi=1.0\) eV. The currents below therefore belong to the bare barrier of the formula and are not predictions for a real junction. At zero temperature, the motion along the surface may take up an energy range \(\min(u,eV_{ox})\) in which the emitter states are full and the collector states empty. With free-electron electrodes of mass \(m\), this motion has \(m/(\pi\hbar^2)\) states per area and energy, counting both spins. The normal motion contributes a flux \(du/(2\pi\hbar)\). The product gives

\[
J=\frac{em}{2\pi^2\hbar^3}\int_0^\infty\min(u,eV_{ox})\,e^{-S(\Phi+u)}\,du .
\]

The high barrier passes about 10 A/cm2, which would drain the induced charge in about 1 µs if the source were disconnected and the current stayed constant. The low barrier passes \(4\times10^6\) A/cm2 and would drain it in 2 ps. A connected source maintains the charge only if it can hold the voltage while supplying this current. For the low barrier, a junction of 1 µm² draws about 0.04 A at 2.0 V, which corresponds to 50 ohm, so the source and its leads may take much of the voltage. A tunnelling electron takes a time of about \(\tau=\int_0^t\sqrt{m^*/(2|\Phi-eEz|)}\,dz\), a few femtoseconds, so the charge in transit per area is \(J\tau\). This is \(2\times10^{-9}\) of the induced charge for the high barrier and \(2\times10^{-3}\) for the low one, so at these currents it hardly changes the count. This semiclassical estimate leaves out the decaying tails of the electrode states in the oxide, which for the high barrier hold far more charge than \(J\tau\) and belong with the screening charge of the interface. The share grows with the current: if the low barrier passed fifty times more at the same transit time, the share would be about 10 % and could no longer be ignored. The heat matters already at the current given here: the low barrier would dissipate about \(4\times10^6\times2.0=8\times10^6\) W/cm2, which a junction many micrometres wide could not carry away in a steady state.

## Comparison with a real iron/MgO junction

The parameters resemble iron against a thin MgO barrier, a combination used for voltage control of magnetism. The permittivity and thickness are typical rough values, but the field is at the upper edge of what such a film can bear. At half the oxide field the linear estimate halves, to 0.023 electron per atom. One assumption that affects a device estimate is that \(V/t\) equals the oxide field; in the present model, correcting it lowers the charge by 20 %, a figure whose size and sign depend on where the screening charge sits at the real interface. If the iron is stretched to match the MgO, with a rough cell edge of 0.298 nm, the count at fixed oxide field rises by 7.8 %, to 0.049, because each atom covers more area.

The linearity of the oxide can be gauged from the motion of its ions. Take ionic charges \(\pm2e\), a high-frequency permittivity \(\varepsilon_\infty=3\), and a volume \(b^3/4\) per ion pair with \(b=0.421\) nm, all rough. The ionic part of the polarization is \(\varepsilon_0(\varepsilon_r-\varepsilon_\infty)E\), so the relative displacement of the two sublattices is

\[
d=\frac{\varepsilon_0(\varepsilon_r-\varepsilon_\infty)E}{2e}\,\frac{b^3}{4}=0.0036\ \mathrm{nm},
\]

which is 1.7 % of the bond length. An ion between two neighbours that repel it exponentially, with range \(r_0=0.03\) nm, feels a restoring force proportional to \(e^{d/r_0}-e^{-d/r_0}=2\sinh(d/r_0)\). This exceeds its linear part by 0.24 %. The change in permittivity may be larger, since the net stiffness also contains electrostatic forces that partly cancel the repulsion. In a rigid-ion rock-salt lattice with these charges and this range, the net force along [001] exceeds its linear part by about 0.9 %, and the permittivity falls by about 0.6 %.

Temperature does not enter \(N\) if the oxide field, the permittivity and the cell edge are all held fixed. In a real junction, warming changes the permittivity and, by thermal expansion, the cell edge and the oxide thickness; these changes are not estimated here. At fixed voltage, temperature also acts through \(\lambda\). For a Gaussian density-of-states peak of standard deviation 0.5 eV centred at the Fermi level, thermal smearing at 300 K lowers the effective density of states by 0.44 %. Since \(\lambda\propto g^{-1/2}\), the screening length grows by about 0.2 %, which is negligible here. A narrower peak, 0.5 eV in full width at half maximum, would lose 2.3 % and lengthen \(\lambda\) by 1.2 %.

The estimate counts electrons. It does not say which orbitals or spin states they occupy, and so it does not by itself give the change in magnetic anisotropy. The values used here are listed in the numerical output below.

## Table of computed values

```
Oxide field: 1.0 V/nm = 10 MV/cm
Relative permittivity: 10; oxide thickness: 2.0 nm
Vacuum permittivity: 0.05526 e/(V nm)
Cell edge: 0.287 nm; cell area: 0.08237 nm^2
Top-layer atoms per cell (counted): 1.000
Charge density: 0.5526 e/nm^2 = 8.85 uC/cm2
RESULT electrons per surface atom: 0.0455
Net interface charge with bound charge: 0.00455 e per cell
Slab-stack permittivity from its dipoles: 10.0000
Slab-stack electrode charge: 0.0455 e per cell
Density of states (rough): 1.0 per eV per atom
Screening length: 0.0256 nm; layer spacing: 0.1435 nm
Share of charge in top layer: 99.6 %
Tenfold lower density of states: length 0.0808 nm
  share of charge in top layer: 83.1 %
Potential drop per electrode at 1 V/nm in oxide: 0.256 V
Voltage needed for 1 V/nm in oxide: 2.51 V
With 2.0 V applied: oxide field 0.796 V/nm
  electrons per surface atom: 0.0363
  change from the V/t estimate: -20.4 %
Stretched cell edge (rough): 0.298 nm
  electrons per surface atom: 0.0491
  change: 7.8 %
Rough breakdown field: 10 MV/cm
  field / breakdown field: 1.0
Tunnelling mass (rough): 0.4 electron masses
Barrier 3.0 eV: WKB exponent 18.13
  current density: 1.1e+01 A/cm2
  time to leak the induced charge: 7.7e-07 s
  charge in transit / induced charge: 2.0e-09
Barrier 1.0 eV: WKB exponent 4.32
  current density: 4.3e+06 A/cm2
  time to leak the induced charge: 2.1e-12 s
  charge in transit / induced charge: 2.0e-03
High-frequency permittivity (rough): 3
Oxide lattice constant (rough): 0.421 nm
Ionic displacement: 0.00361 nm
  relative to the bond length: 1.71 %
Repulsion range (rough): 0.03 nm
  excess of repulsive force over linear: 0.24 %
Thermal energy at 300 K: 0.0259 eV; peak width 0.5 eV
  thermal loss of density of states: 0.44 %
```
